\section*{Oxide field at the edge of hafnia's negative-capacitance window}

\section*{Problem}

A film of zirconium-doped hafnia, 10 nm thick, lies on 4 nm of silicon dioxide between two metal plates. Its polarization $P$ is uniform and normal to the film, and its energy per volume has the second-order Landau form
\begin{equation}
f(P)=\frac a2P^2+\frac b4P^4,\qquad a<0<b .
\label{f}
\end{equation}
The remanent polarization is 20 $\mu$C/cm$^2$ and the coercive field of this energy curve is 1 MV/cm. The oxide has relative permittivity 3.9 and breaks down at roughly 10 MV/cm. There is no charge, trapped or mobile, at the interface between the two layers.

\begin{enumerate}
\item Over what range of $P$ does the ferroelectric layer have negative differential capacitance?
\item What field is in the oxide when the layer reaches the edge of that range?
\item What voltage across the stack brings it there, and is the path to the edge stable?
\item Can the oxide bear this field, and what could relieve it?
\end{enumerate}

The algebra is in Hartree atomic units, in which the vacuum permittivity is $1/(4\pi)$ and the electron has unit charge and mass. Fields, $P$ and the displacement $D$ count as positive when they point from the ferroelectric towards the oxide. Device units serve for the numbers.

\section*{Solution}

\subsection*{1. The window}

In equilibrium the field in the ferroelectric balances the slope of its energy:
\begin{equation}
E=f'(P)=aP+bP^3 .
\label{E}
\end{equation}
The remanent state is the non-zero solution of $E=0$. Dividing $aP+bP^3=0$ by $P$ gives
\begin{equation}
P_r^2=-\frac ab .
\end{equation}
The slope of the field law is $f''(P)=a+3bP^2$. It is negative near $P=0$ and vanishes at
\begin{equation}
P_e^2=-\frac{a}{3b}=\frac{P_r^2}{3},\qquad P_e=\frac{P_r}{\sqrt3}.
\label{Pe}
\end{equation}
The field at $P=+P_e$ follows from $bP_e^2=-a/3$:
\begin{equation}
E(P_e)=P_e\left(a-\frac a3\right)=\frac{2a}{3}P_e
=-\frac{2|a|P_r}{3\sqrt3}\equiv-E_c .
\label{Ec}
\end{equation}
Because $E$ is odd in $P$, the field at $-P_e$ is $+E_c$. A layer poled to negative $P$ and driven by a rising positive field loses its energy minimum at that point, so $E_c$ is the intrinsic coercive field. At the positive edge the field in the ferroelectric points against the polarization, and this sign matters below.

Capacitance compares charge with voltage, and the charge on a plate is set by $D$, not by $P$. The two differ by the response of whatever is not contained in $P$. Let $\varepsilon_b$ be the permittivity of this background, with $\varepsilon_b=1$ if $P$ is the whole polarization. Then
\begin{equation}
D=P+\frac{\varepsilon_b}{4\pi}E .
\label{D}
\end{equation}
The background stores the energy $\varepsilon_bE^2/(8\pi)$. With $E=4\pi(D-P)/\varepsilon_b$ from (\ref{D}), this is $2\pi(D-P)^2/\varepsilon_b$. At fixed $D$ the layer therefore has the energy per volume
\begin{equation}
W(D)=\min_P\left[f(P)+\frac{2\pi}{\varepsilon_b}(D-P)^2\right].
\label{W}
\end{equation}
Setting the derivative with respect to $P$ to zero returns $f'(P)=4\pi(D-P)/\varepsilon_b=E$, as it should. Since the bracket is stationary in $P$, the derivative of $W$ comes from the explicit $D$ alone:
\begin{equation}
W'(D)=\frac{4\pi}{\varepsilon_b}(D-P)=E .
\end{equation}
A second derivative needs $dD/dP$, which (\ref{D}) gives as $1+\varepsilon_bf''/(4\pi)$. Hence
\begin{equation}
W''(D)=\frac{dE/dP}{dD/dP}=\frac{f''(P)}{1+\varepsilon_bf''(P)/(4\pi)} .
\label{W2}
\end{equation}
A layer of thickness $t_F$ carries the voltage $t_FE$, so its differential capacitance per area is $dD/d(t_FE)=1/(t_FW'')$. It is negative where $W''<0$.

The smallest value of $f''$ is $a=-|a|$, at $P=0$. If
\begin{equation}
\varepsilon_b|a|<4\pi ,
\label{cond}
\end{equation}
the denominator in (\ref{W2}) is positive for every $P$, and $W''$ has the sign of $f''$. The window is then $|P|<P_r/\sqrt3$, whatever the background. For the film,
\begin{equation}
P_e=0.5774\times20\ \mu\mathrm{C/cm^2}=11.55\ \mu\mathrm{C/cm^2}.
\end{equation}
Condition (\ref{cond}) reads $\varepsilon_b\epsilon_0|a|<1$ in SI form, where $\epsilon_0$ is the vacuum permittivity. Equation (\ref{Ec}) gives $|a|=3\sqrt3E_c/(2P_r)$, and for this film $\epsilon_0|a|=0.0115$. The condition holds with a wide margin for $\varepsilon_b=1$. For $\varepsilon_b=20$, a rough upper case, the left side is 0.23 and it still holds.

\subsection*{2. The field in the oxide}

With no charge at the interface, Gauss's law makes $D$ equal on its two sides. In the oxide $D=\varepsilon_{ox}F/(4\pi)$, where $F$ is the oxide field, so
\begin{equation}
F=\frac{4\pi D}{\varepsilon_{ox}}=\frac{4\pi P+\varepsilon_bE}{\varepsilon_{ox}} .
\label{gauss}
\end{equation}
At the edge $P=P_r/\sqrt3$ and $E=-E_c$. This gives
\begin{equation}
F_{\rm edge}=\frac{1}{\varepsilon_{ox}}\left(\frac{4\pi P_r}{\sqrt3}-\varepsilon_bE_c\right).
\label{main}
\end{equation}
To use SI quantities, replace $4\pi P_r$ by $P_r/\epsilon_0$. With $\epsilon_0=8.854\times10^{-14}$ F/cm, the first term is
\begin{equation}
\frac{1}{\sqrt3}\,\frac{20\times10^{-6}\ \mathrm{C/cm^2}}{3.9\times8.854\times10^{-14}\ \mathrm{F/cm}}
=0.5774\times57.92\ \mathrm{MV/cm}=33.44\ \mathrm{MV/cm}.
\end{equation}
For $\varepsilon_b=1$ the second term takes away $1/3.9=0.26$ MV/cm, so
\begin{equation}
F_{\rm edge}=33.18\ \mathrm{MV/cm}=0.332\ \mathrm{V/\AA}.
\end{equation}
The estimate is thus about 33 MV/cm. Locating the zero of $W''$ numerically, with $W$ found by minimizing (\ref{W}), also gives 33.18 MV/cm.

The leading term contains neither a thickness nor the coercive field. The reason is electrostatic: the oxide must carry the displacement of the ferroelectric, and a material of low permittivity can do so only with a large field. For a given $P_r$, the Landau energy enters this term through the fraction $1/\sqrt3$ alone.

This is the field at the edge, and it is not a threshold for negative capacitance. The window is centred on $P=0$, where $E$ and $F$ both vanish. A stack that holds the ferroelectric at that point has it in the window with no field in the oxide. The field of 33 MV/cm is the price of using the window up to its limit. Approaching from the poled side costs more: the state $P=P_r$, $E=0$ would need 57.92 MV/cm in the oxide, and on the way in to $P_e$ the field falls to 33.18 MV/cm.

\subsection*{3. Voltage and stability}

Let $t_{ox}$ be the oxide thickness and $V$ the applied voltage. The energy per area, with the work of the source subtracted, is
\begin{equation}
G(D)=t_FW(D)+t_{ox}\frac{2\pi D^2}{\varepsilon_{ox}}-VD .
\end{equation}
Its first derivative vanishes when
\begin{equation}
V=t_FE+t_{ox}F ,
\end{equation}
which is the sum of the two voltage drops. A field of 1 MV/cm across 1 nm is 0.1 V, so at the edge
\begin{equation}
V_{\rm edge}=-E_ct_F+F_{\rm edge}t_{ox}=-1.00\ \mathrm V+13.27\ \mathrm V=12.27\ \mathrm V .
\end{equation}
The oxide drop exceeds the applied voltage by the 1 V that the ferroelectric contributes with opposite sign.

A stationary point is stable against uniform changes of $D$ if
\begin{equation}
G''=t_FW''+\frac{4\pi t_{ox}}{\varepsilon_{ox}}>0 .
\label{G2}
\end{equation}
By (\ref{W2}), $W''$ grows with $f''$, since $dW''/df''=[1+\varepsilon_bf''/(4\pi)]^{-2}>0$. The hardest point to stabilize is therefore $P=0$, where $f''=-|a|$ and $W''=-4\pi|a|/(4\pi-\varepsilon_b|a|)$. Inserting this in (\ref{G2}) and dividing by $4\pi t_F/\varepsilon_{ox}$ gives
\begin{equation}
\frac{t_{ox}}{t_F}>\frac{\varepsilon_{ox}|a|}{4\pi-\varepsilon_b|a|} .
\label{stab}
\end{equation}
For $\varepsilon_b=1$ the least oxide thickness is
\begin{equation}
10\ \mathrm{nm}\times\frac{3.9\times0.0115}{1-0.0115}=0.454\ \mathrm{nm}.
\end{equation}
The 4 nm oxide exceeds it. As long as the layer stays uniform, $G$ is then convex, each voltage has one value of $D$, and a rising voltage takes the layer from the centre to the edge without a jump.

Equation (\ref{G2}) also shows what negative capacitance does for the stack. $G''$ is the inverse of the total capacitance per area, and its second term is that of the oxide alone. Inside the window the first term is negative, so the stack has a larger capacitance than its oxide. At the edge $W''=0$ and the two are equal.

A thinner oxide lowers $V_{\rm edge}$ but not $F_{\rm edge}$. Thinning therefore does not reduce the field the oxide must bear, and below the limit (\ref{stab}) it also destroys the stable centre.

\subsection*{4. Breakdown, charge and leakage}

The field at the edge is 3.32 times the breakdown field of 10 MV/cm. At breakdown the oxide carries
\begin{equation}
D_{bd}=3.45\ \mu\mathrm{C/cm^2},
\end{equation}
while the edge needs $D_e=11.46\ \mu$C/cm$^2$, slightly less than $P_e$ because $E$ is negative there. Starting from the centre, the stack can use $3.45/11.46=30$\,\% of the half-window in $D$. The layer still has negative capacitance at this point; the oxide gives way first.

\paragraph{Charge at the interface.} A sheet of charge $\sigma$ per area makes $D$ jump by $\sigma$, so (\ref{gauss}) becomes
\begin{equation}
\varepsilon_{ox}F=4\pi(D+\sigma).
\end{equation}
To hold the ferroelectric at its positive edge with the oxide at 10 MV/cm, the sheet must be
\begin{equation}
\sigma=D_{bd}-D_e=3.45-11.46=-8.01\ \mu\mathrm{C/cm^2},
\end{equation}
or $5.0\times10^{13}$ electrons per cm$^2$. The voltage is then $4.00-1.00=3.00$ V.

A fixed sheet shifts the usable range without widening it. With this $\sigma$ the oxide field at $D=0$ is $-10\times8.01/3.45=-23$ MV/cm, so the centre of the window is now out of reach. The oxide tolerates a span $2D_{bd}=6.9\ \mu$C/cm$^2$ in $D$, whereas the whole window spans $2D_e=22.9\ \mu$C/cm$^2$. To cross all of it below breakdown, the interface charge must change during the sweep. If that charge passes through the oxide alone, the charge supplied by the outer circuit still equals the change of $D$ in the ferroelectric, but the oxide field no longer follows from $D$ alone. Charge leaking through the ferroelectric would also enter the measured charge. Between the centre and the positive edge, where $E$ is negative, it would make the measured charge smaller than the change of $D$.

\paragraph{Tunnelling.} Such charge can come through the oxide itself. For positive $F$, electrons are driven from the plate under the oxide towards the interface. If they stay there they form a negative sheet, which lowers $F$ at a given $D$. At fixed voltage $D$ rises as the sheet builds up. Since $F=(V-t_FE)/t_{ox}$ and $E$ falls with rising $D$ inside the window, $F$ then drops only once the layer has passed the edge. Take a barrier $\phi=3.1$ eV and an oxide mass $m=0.42$, both rough values, and neglect the image force. The barrier is triangular, because the oxide drop at either field below exceeds 3.1 V. The semiclassical exponent is, with $u=\phi-Fx$,
\begin{equation}
B=2\int_0^{\phi/F}\!\sqrt{2m(\phi-Fx)}\,dx
=\frac{2\sqrt{2m}}{F}\int_0^{\phi}\!u^{1/2}du
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}.
\end{equation}
It is 24.16 at 10 MV/cm and 7.28 at the edge.

Let $w$ be the depth below the Fermi level of an electron's energy of motion normal to the plate. At zero temperature, the transverse momenta then fill a disk of area $2\pi w$. With two spins, and with velocity times $dk$ equal to $dw$ in magnitude, the current density is
\begin{equation}
J=\frac{2}{(2\pi)^3}\int_0^\infty 2\pi w\,e^{-B(\phi+w)}dw
=\frac1{2\pi^2}\int_0^\infty w\,e^{-B(\phi+w)}dw .
\label{J}
\end{equation}
This assumes a free-electron plate with a deep band and a transmission that depends on the normal energy alone. Expanding $B(\phi+w)\approx B(\phi)+w/d$ with $d=F/(2\sqrt{2m\phi})$, and using $\int_0^\infty we^{-w/d}dw=d^2$, gives the Fowler--Nordheim law
\begin{equation}
J\approx\frac{d^2}{2\pi^2}e^{-B}=\frac{F^2}{16\pi^2m\phi}\,e^{-B}.
\end{equation}
Since $B\propto(\phi+w)^{3/2}$ is convex, it lies above its tangent, and the full integral is smaller than this law: by a factor 0.96 at breakdown and 0.89 at the edge.

The integral gives about $4\times10^{-3}$ A/cm$^2$ at 10 MV/cm and $8\times10^5$ A/cm$^2$ at the edge. The latter current, held constant, would pass the edge charge in
\begin{equation}
\frac{11.46\times10^{-6}\ \mathrm{C/cm^2}}{7.99\times10^{5}\ \mathrm{A/cm^2}}\approx14\ \mathrm{ps}.
\end{equation}
The semiclassical transmission leaves out a prefactor of order one, but the barrier matters more. Raising it to 3.4 eV lowers the current by a factor of about 40 at breakdown and 3 at the edge. The neglected image force, taken with an optical permittivity of 2.15 for the oxide, raises it by factors of about 12 and 8. With a barrier of 4.5 eV, possible for a metal of high work function, passing the edge charge at constant current would take about 5 ns without the image force and 0.7 ns with it. Within this model, even an oxide that did not break down would thus leak the edge charge in a time between picoseconds and nanoseconds, depending on the plate. Raising the plate from 0 to 300 K at fixed field and barrier multiplies the edge current by 1.015, a negligible change here.

\section*{A few cases}

The table collects oxide fields without interface charge. In the last three rows the setting named is the one changed; $P_r$ of the film as a whole stays at 20 $\mu$C/cm$^2$.

\begin{center}
\begin{tabular}{lc}
\hline
State of the ferroelectric & $F$ (MV/cm)\\
\hline
Centre of window, $P=0$ & 0\\
Edge, leading term of (\ref{main}) & 33.4\\
Edge, $\varepsilon_b=1$ & 33.2\\
Remanent state, $P=P_r$, $E=0$ & 57.9\\
\hline
Edge, $\varepsilon_b=20$ & 28.3\\
Edge, $P^6$ in place of $P^4$, leading term & 38.7\\
Edge in an upright grain, random axes & 66.6\\
\hline
\end{tabular}
\end{center}

\paragraph{Background.} For $\varepsilon_b=20$ the second term of (\ref{main}) is $20/3.9=5.1$ MV/cm. Whether it should be subtracted depends on what the fitted $P$ contains. If $P$ already includes the ordinary dielectric response, a large $\varepsilon_b$ would count it twice.

\paragraph{Shape of the energy.} Let the stabilizing term be $cP^6/6$, so that $E=aP+cP^5$. Then $P_r^4=-a/c$, and the edge obeys $a+5cP_e^4=0$. Hence $P_e=5^{-1/4}P_r=0.669P_r$, and the leading field rises by 16\,\% relative to the quartic case. The number 33 thus belongs to the second-order quartic form, though the conclusion about breakdown does not hinge on it.

\paragraph{Grain axes.} Suppose each grain has polarization $P_s$ along its own axis, and the axes of the poled film are spread evenly over a hemisphere. The mean normal component is
\begin{equation}
P_r=P_s\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta=\frac{P_s}{2}.
\end{equation}
A grain with its axis upright then has a remanent polarization of 40 $\mu$C/cm$^2$. If it is wide compared with the thickness of the whole stack and has the same $E_c$, equation (\ref{main}) applies beneath it and gives $2\times33.44-0.26=66.6$ MV/cm. This is about twice the edge field of the uniform film, or slightly more if a large background term is subtracted, but it belongs to a different voltage: the grain reaches its edge only at $66.62\times0.4-1.00=25.65$ V. All grains share one voltage, and beneath each wide grain $F=(V-t_FE)/t_{ox}$. At 12.27 V the oxide under the upright grain carries about 32 MV/cm, close to the 33 MV/cm of the uniform film, and at 25.65 V the oxide under a region with $P_r=20\ \mu$C/cm$^2$ carries about 63 MV/cm. The factor of two thus concerns the field needed to bring an upright grain to its own edge, not the local field compared with the average at a given voltage. A narrow grain changes this little. For an upright stripe 10 nm wide between regions with $P_r=20\ \mu$C/cm$^2$, with $P$ uniform in each, the oxide field under the centre of the stripe at its edge is still 65 to 66 MV/cm for $\varepsilon_b=1$.

\section*{The real stack}

The film's thickness, remanence and coercive field are rough typical values for zirconium-doped hafnia. The measured coercive field, however, reflects switching by domains and only stands in for the intrinsic one. A larger intrinsic value would lower $F_{\rm edge}$ by $\varepsilon_b/3.9$ MV/cm for each added MV/cm, as long as (\ref{cond}) holds. It would also raise the least oxide thickness in (\ref{stab}). With $\varepsilon_b=20$ and 3 MV/cm this is 4.3 nm, more than the oxide has here, and above about 4.3 MV/cm condition (\ref{cond}) itself fails for that background. The 4 nm oxide is thicker than the interface layer of roughly 1 nm common under hafnia on silicon. The edge field would be the same for 1 nm, but at 10 MV/cm the drop would be 1 V, the barrier would no longer be triangular, and the breakdown current above would not apply. Breakdown itself depends on thickness and pulse length, so 10 MV/cm is a guide and not a sharp limit.

The assumption most exposed in real devices is the absence of interface charge. The sheet found above, $5\times10^{13}$ electrons per cm$^2$, is enough to bring the oxide field at the edge from 33 to 10 MV/cm. A ferroelectric that switches fully on a thin oxide is thus no evidence that the oxide bore 33 MV/cm; a fully poled layer has $D$ above $D_e$, so if the oxide stayed below breakdown, the switching points to compensating charge.

Uniformity is the other weak point. Condition (\ref{stab}) guards against uniform changes of $D$ and says nothing about a split into lateral domains of opposite polarization. Such domains can keep the average $D$ small while the local polarization is not. The average then no longer tells where the material sits on its Landau curve, and (\ref{main}) does not describe the local oxide field. This case has not been computed here. The remaining digits of the example are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
remanent polarization        20.0 uC/cm2
coercive field               1.00 MV/cm
oxide permittivity           3.9
ferroelectric thickness      10.0 nm
oxide thickness              4.0 nm
oxide breakdown field        10.0 MV/cm
tunnel barrier               3.10 eV
oxide mass / electron mass   0.42
temperature                  300 K
WINDOW EDGE
edge fraction P_edge/P_r     0.5774
edge polarization            11.55 uC/cm2
edge displacement, eps_b=1   11.46 uC/cm2
oxide field, leading term    33.44 MV/cm
oxide field, eps_b=1         33.18 MV/cm
  the same                   0.332 V/angstrom
  from energy curvature      33.18 MV/cm
oxide field, eps_b=20        28.31 MV/cm
  from energy curvature      28.31 MV/cm
oxide field at D = P_r       57.92 MV/cm
STACK
eps0*|a| (dimensionless)     0.0115
least stabilizing oxide      0.454 nm
oxide voltage at edge        13.27 V
ferroelectric voltage        -1.00 V
total voltage at edge        12.27 V
LIMITS AND NEGLECTED EFFECTS
edge field / breakdown       3.32
displacement at breakdown    3.45 uC/cm2
share of window reached      30.1 %
sheet charge needed          -8.01 uC/cm2
  electrons per area         5.00e+13 /cm2
total voltage with sheet     3.00 V
P^6 law: edge fraction       0.6687
P^6 law: leading field       38.73 MV/cm
random axes: mean cosine     0.500
upright grain: edge field    66.62 MV/cm
WKB exponent at edge         7.28
WKB exponent at breakdown    24.16
tunnel current at edge       7.99e+05 A/cm2
tunnel current at breakdown  3.65e-03 A/cm2
sum / Fowler-Nordheim, edge  0.891
sum / F-N, breakdown         0.962
time to pass edge charge     14.3 ps
current factor, 300 K / 0 K  1.015
\end{verbatim}
